\section*{The virial theorem in Hartree–Fock theory and in finite basis sets, part 1}

(Sections cited here and not found follow in the later parts.)

A Hartree--Fock calculation returns a total energy $E$ and its split into a kinetic part $T$ and a potential part $V$. The variational bound applies to the sum, and it gives no bound on either part separately. Two closed-shell calculations on LiH at a bond length of 4 bohr show the difficulty. The STO-3G basis gives $2T+V=+0.096$ hartree and the cc-pVTZ basis gives $2T+V=-0.121$ hartree. The signs disagree, neither number is zero, and the two total energies at this single geometry give no hint of what the value ought to be. Demanding $-V/T=2$, the ratio found in the hydrogen atom, would reject both calculations, and at this geometry it would reject the exact Hartree--Fock solution as well. Without a theorem that fixes $2T+V$, one cannot tell how much of such a number is a property of the stretched bond and how much is a defect of the basis, and any statement about how bonding changes $T$ and $V$ is unsupported. The missing relation follows from one particular variation of the orbitals, a uniform change of length scale.

\subsection{Energy functional and stationarity}

Hartree atomic units are used. The Hamiltonian is non-relativistic, the nuclei are clamped point charges $Z_A$ at positions $\mathbf R_A$, and all forces are Coulomb forces. The trial state $\Phi$ is a determinant of $N$ orthonormal spin orbitals $\psi_i(x)$ with $x=(\mathbf r,\sigma)$, and $\int dx$ includes the spin sum. With the density $\rho(\mathbf r)=\sum_i\sum_\sigma|\psi_i(\mathbf r,\sigma)|^2$ and $r_{12}=|\mathbf r_1-\mathbf r_2|$, the energy is $E=T+V$, where
\begin{align}
T&=\tfrac12\sum_i\int|\nabla\psi_i|^2\,dx, \label{eq:T}\\
V&=V_{ne}+J-K+V_{nn}, \label{eq:V}\\
V_{ne}&=-\sum_A Z_A\int\frac{\rho(\mathbf r)}{|\mathbf r-\mathbf R_A|}\,d^3r,\qquad
V_{nn}=\sum_{A<B}\frac{Z_AZ_B}{|\mathbf R_A-\mathbf R_B|}, \label{eq:Vne}\\
J&=\tfrac12\iint\frac{\rho(\mathbf r_1)\rho(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2, \label{eq:J}\\
K&=\tfrac12\sum_{ij}\iint\frac{\psi_i^*(x_1)\psi_j^*(x_2)\psi_j(x_1)\psi_i(x_2)}{r_{12}}\,dx_1\,dx_2 . \label{eq:K}
\end{align}
The nuclear repulsion is part of $V$ throughout, and $V_{ee}=J-K$.

Let the orbitals depend differentiably on a real parameter $\lambda$ while the nuclei stay fixed, and let a dot denote $d/d\lambda$. The one-electron terms are of the form $\sum_i\langle\psi_i|h|\psi_i\rangle$ with the Hermitian operator $h=-\frac12\nabla^2+v$ and $v=-\sum_AZ_A/|\mathbf r-\mathbf R_A|$. Their derivative is $\sum_i(\langle\dot\psi_i|h|\psi_i\rangle+\langle\psi_i|h|\dot\psi_i\rangle)=\sum_i2\,\mathrm{Re}\langle\dot\psi_i|h|\psi_i\rangle$. In $J$ the two densities contribute equally, because the integrand is symmetric under $1\leftrightarrow2$; this cancels the factor $\frac12$ and leaves $\dot J=\int\dot\rho\,v_H\,d^3r=\sum_i2\,\mathrm{Re}\langle\dot\psi_i|v_H|\psi_i\rangle$ with $v_H(\mathbf r_1)=\int\rho(\mathbf r_2)r_{12}^{-1}d^3r_2$. In $K$ there are four orbital factors. Differentiating $\psi_i^*(x_1)$ or $\psi_j^*(x_2)$ gives two terms that become identical on exchanging $i\leftrightarrow j$ and $1\leftrightarrow2$, and together they equal $\sum_i\langle\dot\psi_i|\hat k|\psi_i\rangle$, where $(\hat k f)(x_1)=\sum_j\psi_j(x_1)\int\psi_j^*(x_2)f(x_2)r_{12}^{-1}dx_2$. The two unstarred factors give the complex conjugate. Collecting terms,
\begin{equation}
\frac{dE}{d\lambda}=\sum_i2\,\mathrm{Re}\,\langle\dot\psi_i|F|\psi_i\rangle,\qquad F=h+v_H-\hat k . \label{eq:firstvar}
\end{equation}
Equation \eqref{eq:firstvar} holds for any orbitals. If they remain normalized along the curve, differentiating $\langle\psi_i|\psi_i\rangle=1$ gives
\begin{equation}
2\,\mathrm{Re}\,\langle\dot\psi_i|\psi_i\rangle=0 . \label{eq:norm}
\end{equation}
If at $\lambda=1$ they also satisfy the Hartree--Fock equations $F\psi_i=\varepsilon_i\psi_i$ with real $\varepsilon_i$, then \eqref{eq:firstvar} becomes $\sum_i\varepsilon_i\,2\,\mathrm{Re}\langle\dot\psi_i|\psi_i\rangle$, which vanishes by \eqref{eq:norm}:
\begin{equation}
\left.\frac{dE}{d\lambda}\right|_{\lambda=1}=0\quad\text{along every admissible curve through a Hartree--Fock solution.} \label{eq:stat}
\end{equation}
A curve is admissible when the orbitals stay orthonormal and the tangents $\dot\psi_i$ have finite norm and finite kinetic energy, so that the matrix elements in \eqref{eq:firstvar} exist. Equation \eqref{eq:stat} needs a stationary point only, so it covers excited configurations and saddle points as well as minima. Unrestricted solutions and closed-shell restricted solutions satisfy the spin-orbital equations used here. A restricted open-shell solution does not, but it is defined by \eqref{eq:stat} for curves that respect its restrictions, and that is all the proofs below use.

\subsection{The scaling transformation}

For $\lambda>0$ define the scaled function
\begin{equation}
\psi_{\lambda}(\mathbf r,\sigma)=\lambda^{3/2}\,\psi(\lambda\mathbf r,\sigma). \label{eq:scale}
\end{equation}
A feature of $\psi$ at distance $a$ from the origin appears in $\psi_\lambda$ at distance $a/\lambda$, so $\lambda>1$ contracts the orbital. Every integral is handled by the substitution $\mathbf s=\lambda\mathbf r$, $d^3s=\lambda^3d^3r$. For overlaps,
\begin{equation}
\langle\psi_{i\lambda}|\psi_{j\lambda}\rangle=\sum_\sigma\int\lambda^3\psi_i^*(\lambda\mathbf r,\sigma)\psi_j(\lambda\mathbf r,\sigma)\,d^3r=\sum_\sigma\int\psi_i^*(\mathbf s,\sigma)\psi_j(\mathbf s,\sigma)\,d^3s=\langle\psi_i|\psi_j\rangle . \label{eq:overlap}
\end{equation}
The scaled orbitals are orthonormal and form a determinant $\Phi_\lambda$. Scaling does not act on spin, it treats all orbitals alike, and it commutes with rotations about the origin. A restricted, unrestricted or symmetry-adapted determinant therefore scales into one of the same class. This closure is the property of the Hartree--Fock ansatz on which the theorem rests.

For the kinetic energy, the chain rule gives $\nabla_{\mathbf r}\psi_\lambda(\mathbf r)=\lambda^{3/2}\lambda\,(\nabla\psi)(\lambda\mathbf r)$. Squaring produces $\lambda^3\lambda^2$, and the factor $\lambda^3$ is absorbed into $d^3s$:
\begin{equation}
T[\Phi_\lambda]=\tfrac12\sum_i\sum_\sigma\int\lambda^{3}\lambda^{2}\,|(\nabla\psi_i)(\lambda\mathbf r)|^2\,d^3r=\lambda^2\,T[\Phi]. \label{eq:Tscale}
\end{equation}
The scaled density is $\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r)$. In the electron--nucleus term, $|\mathbf r-\mathbf R_A|=|\mathbf s/\lambda-\mathbf R_A|=|\mathbf s-\lambda\mathbf R_A|/\lambda$, so
\begin{equation}
V_{ne}[\Phi_\lambda;\{\mathbf R_A\}]=-\sum_AZ_A\int\frac{\lambda\,\rho(\mathbf s)}{|\mathbf s-\lambda\mathbf R_A|}\,d^3s=\lambda\,V_{ne}[\Phi;\{\lambda\mathbf R_A\}] . \label{eq:Vnescale}
\end{equation}
The right side refers to the unscaled state in the field of nuclei at the displaced positions $\lambda\mathbf R_A$. In $J$ the two scaled densities carry $\lambda^6$, and in $K$ the four scaled orbitals carry $(\lambda^{3/2})^4=\lambda^6$. In both, $\lambda^6d^3r_1d^3r_2=d^3s_1d^3s_2$ and $1/r_{12}=\lambda/s_{12}$, hence
\begin{equation}
J[\Phi_\lambda]=\lambda J[\Phi],\qquad K[\Phi_\lambda]=\lambda K[\Phi]. \label{eq:JKscale}
\end{equation}
The exchange term is non-local, yet it scales like the classical terms, because its only dimensional ingredient is $1/r_{12}$. Finally $|\lambda\mathbf R_A-\lambda\mathbf R_B|=\lambda|\mathbf R_A-\mathbf R_B|$ gives $V_{nn}(\{\mathbf R_A\})=\lambda V_{nn}(\{\lambda\mathbf R_A\})$. Adding this to \eqref{eq:Vnescale} and \eqref{eq:JKscale},
\begin{equation}
V[\Phi_\lambda;\{\mathbf R_A\}]=\lambda\,V[\Phi;\{\lambda\mathbf R_A\}] . \label{eq:Vscale}
\end{equation}
Equations \eqref{eq:Tscale} and \eqref{eq:Vscale} are identities for every determinant and every $\lambda>0$.

The tangent of the curve \eqref{eq:scale} at $\lambda=1$ follows from the product and chain rules:
\begin{equation}
\left.\frac{d\psi_\lambda}{d\lambda}\right|_{1}=\tfrac32\psi+\mathbf r\cdot\nabla\psi\equiv D\psi . \label{eq:D}
\end{equation}
Differentiating \eqref{eq:overlap} at $\lambda=1$ gives $\langle D\psi_i|\psi_j\rangle+\langle\psi_i|D\psi_j\rangle=0$, so $D$ is anti-Hermitian. The curve is admissible for bound orbitals. At large $r$ an orbital and its derivatives decay exponentially, and the extra factor $r$ does no harm. At a nucleus the orbital has a cusp: its gradient is bounded, and its second derivatives grow like the inverse distance $1/u$ from the nucleus. The gradient of $D\psi$ then grows at worst like $1/u$, and $\int u^{-2}u^2\,du$ converges at $u=0$.

\subsection{Atoms}

Place the single nucleus at the origin. Then $\lambda\mathbf R_A=\mathbf R_A=0$ and $V_{nn}=0$, and \eqref{eq:Tscale} and \eqref{eq:Vscale} give the energy along the scaling curve as a quadratic polynomial,
\begin{equation}
W(\lambda)\equiv E[\Phi_\lambda]=\lambda^2T+\lambda V,\qquad W'(\lambda)=2\lambda T+V, \label{eq:Watom}
\end{equation}
with $T$ and $V$ evaluated for $\Phi$. If $\Phi$ is a Hartree--Fock solution, \eqref{eq:stat} requires $W'(1)=0$:
\begin{equation}
2T+V=0 . \label{eq:atom}
\end{equation}
Subtracting $E=T+V$ from \eqref{eq:atom} gives $T=-E$, and then $V=E-T=2E$. Since $T>0$, every bound atomic Hartree--Fock solution has $E<0$ and $-V/T=2$. The second derivative $W''=2T$ is positive, so along the scaling direction every solution is a minimum, including those that are saddle points in other directions. Contraction lowers $V$ linearly and raises $T$ quadratically, and \eqref{eq:atom} states that the size of the atom balances the two. The relation is exact within Hartree--Fock theory although neither $T$ nor $V$ equals its exact value.

For an arbitrary determinant with $V<0$, \eqref{eq:Watom} has its minimum where $W'=0$:
\begin{equation}
\lambda_0=-\frac{V}{2T},\qquad W(\lambda_0)=\frac{V^2}{4T}-\frac{V^2}{2T}=-\frac{V^2}{4T}. \label{eq:lam0}
\end{equation}
The energy gained by this rescaling is
\begin{equation}
W(1)-W(\lambda_0)=T+V+\frac{V^2}{4T}=\frac{4T^2+4TV+V^2}{4T}=\frac{(2T+V)^2}{4T}. \label{eq:gain}
\end{equation}
Two things follow. The energy feels a violation of \eqref{eq:atom} only in second order, so a nearly converged energy is compatible with a much larger virial defect. And any determinant with $V<0$, however poor, can be made to satisfy \eqref{eq:atom}: the rescaled parts obey $2\lambda_0^2T+\lambda_0V=\lambda_0W'(\lambda_0)=0$. The virial relation is necessary for a Hartree--Fock solution and far from sufficient.

Stationarity cannot be dropped. Take a determinant built from eigenfunctions of the bare-nucleus operator $h$. Such orbitals make $T+V_{ne}$ stationary, and the same argument applied to $\lambda^2T+\lambda V_{ne}$ gives $2T+V_{ne}=0$. For the full potential energy this leaves $2T+V=V_{ee}>0$. For the lithium atom with $1s^22s$ bare-nucleus orbitals both sides equal 3.0684 hartree. The positive sign means $W'(1)>0$: the energy falls when $\lambda$ is lowered slightly below 1, because unscreened orbitals are too compact.

\subsection{General external potential}

The Coulomb form of $v$ entered only through \eqref{eq:Vnescale}. For any local potential held fixed in space, the substitution gives $\int\rho_\lambda(\mathbf r)v(\mathbf r)\,d^3r=\int\rho(\mathbf s)\,v(\mathbf s/\lambda)\,d^3s$. The derivative of $v(\mathbf s/\lambda)$ is $-\lambda^{-2}\,\mathbf s\cdot(\nabla v)(\mathbf s/\lambda)$. With \eqref{eq:Tscale} and \eqref{eq:JKscale}, the condition \eqref{eq:stat} becomes
\begin{equation}
2T+V_{ee}=\int\rho\;\mathbf r\cdot\nabla v\,d^3r . \label{eq:general}
\end{equation}
For $v=-Z/r$ one has $\mathbf r\cdot\nabla v=r\,dv/dr=Z/r=-v$, and \eqref{eq:atom} returns. For a harmonic well $\mathbf r\cdot\nabla v=2v$, and the relation reads $2T+V_{ee}=2\int\rho v\,d^3r$. A nucleus of finite size or a local pseudopotential contains a fixed length, so $\mathbf r\cdot\nabla v\ne-v$; then \eqref{eq:general} holds and \eqref{eq:atom} does not. A hard-walled container breaks the proof at another place: for $\lambda<1$ the scaled orbitals do not vanish on the wall, so the curve leaves the variational space. A relativistic kinetic operator contains the fixed length $1/c$ in atomic units and does not obey \eqref{eq:Tscale}.

Scaling the orbitals shows that every atomic Hartree--Fock solution in an unrestricted orbital space satisfies $2T+V=0$, and it gives a corresponding relation for any fixed local potential. What remains is the form of the theorem for diatomic molecules, where scaling also changes the bond length, and its fate in a finite basis.
